Screw-dislocation network in twist-bonded Si(001) wafers

**Question**

Two silicon wafers with (001) faces are bonded directly, without an oxide between them, and annealed until the crystal lattice continues across the interface. The upper wafer is turned about the common surface normal by a small angle θ relative to the lower one. There is no tilt, and the facing atomic layers are assumed to fit as successive layers of one crystal.

Take z along the normal, with z = 0 at the interface. Turn the lower wafer by −θ/2 and the upper by +θ/2 from a common reference orientation, and let x and y be the two perpendicular <110> directions of that reference.

Data, rough values for silicon: cubic lattice constant a = 0.543 nm; elastic constants C11 = 166 GPa, C12 = 64 GPa, C44 = 80 GPa.

**Part (a)**

Find the shortest lattice translations that lie in the (001) plane, and their length b.

**Model answer (a)**

The translations of the diamond structure are those of the face-centred cubic lattice, generated by (a/2)(0,1,1), (a/2)(1,0,1) and (a/2)(1,1,0). Integer multiples n₁, n₂, n₃ of these add up to

(a/2)(p, q, r), with p = n₂ + n₃, q = n₁ + n₃, r = n₁ + n₂.

The sum p + q + r = 2(n₁ + n₂ + n₃) is even. An in-plane translation has r = 0, so p + q is even, and its squared length is (a²/4)(p² + q²).

Since p² has the same parity as p, the number p² + q² is also even. Its smallest non-zero value is 2, reached for p = ±1 and q = ±1. There are four shortest vectors, (a/2)(±1, ±1, 0), and

b = (a/2)√2 = a/√2 = 0.543 nm / 1.414 = 0.384 nm.

They point along ±x and ±y. Every in-plane translation is an integer combination of two of them, because

(p, q) = [(p + q)/2](1, 1) + [(p − q)/2](1, −1),

and both brackets are integers when p + q is even. The in-plane translations therefore form a square lattice of side b.

A dislocation that leaves good crystal on both sides of its line must have a lattice translation as its Burgers vector. In the following parts the network is assumed to use the shortest in-plane ones, b along x and b along y.

**Part (b)**

Before relaxation the two lattices are rigid. Find the points of the interface at which they match, and show that these points form a square lattice. Give its side d in terms of b and θ.

**Model answer (b)**

Let R(φ) be the rotation by φ in the plane,

R(φ)(x, y) = (x cos φ − y sin φ, x sin φ + y cos φ).

A point p = (x, y) of the interface has coordinates in each crystal, measured in the reference lattice before it was turned. They follow by undoing the rotation of that crystal:

X_upper = R(−θ/2) p,  X_lower = R(+θ/2) p.

Their difference is the mismatch

D(p) = X_lower − X_upper = [R(θ/2) − R(−θ/2)] p.

The cosine terms are the same in both rotations and cancel. The sine terms have opposite signs and add:

D(p) = 2 sin(θ/2) (−y, x).

The mismatch is perpendicular to p and grows in proportion to the distance from the origin.

The lattices match where D is a lattice translation, since a crystal shifted by a lattice translation coincides with itself. No atom need sit at the point itself. With integers m and n the condition D = b(m, n) reads

−2 sin(θ/2) y = m b,  2 sin(θ/2) x = n b,

so that

x = n d,  y = −m d,  d = b / [2 sin(θ/2)].

These points form a square lattice of side d, with its sides along x and y.

A match was placed at the origin. If one wafer is also shifted sideways, a constant vector is added to D. All matching points then move together and d is unchanged.

For small θ, in radians, sin(θ/2) = θ/2 − θ³/48 + …, so

2 sin(θ/2) ≈ θ(1 − θ²/24),  d ≈ b/θ.

The spacing diverges as θ → 0, as it must for aligned wafers.

**Part (c)**

Now let the atoms near the interface relax into registry. Show that this requires two families of dislocations, find the direction and character of each, and find their mean spacing.

**Model answer (c)**

Near a matching point the mismatch differs little from a lattice translation. Small displacements can bring the atoms there into perfect registry, which makes a patch of continuous crystal. In that patch an upper site with coordinates X is joined to the lower site

X + b(N_x, N_y),

where N_x and N_y are the integers nearest to D_x/b and D_y/b. From part (b),

D_x/b = −y/d,  D_y/b = x/d.

N_x therefore depends on y alone. It changes by one where D_x/b is a half-integer, that is at

y = −(n + 1/2) d.

These are straight lines parallel to x. To see what lies on them, take a circuit around the line y = −d/2, between the patch with N_x = 0 and its neighbour with N_x = 1:

1. In the upper wafer, go from X by a lattice vector V into the neighbouring patch. The coordinates are now X + V.
2. Cross to the lower wafer there. The partner has coordinates X + V + b x̂.
3. In the lower wafer, go back by −V. The coordinates are X + b x̂.
4. Cross to the upper wafer through the first patch, where N_x = 0. The coordinates remain X + b x̂.

In a perfect crystal the steps V and −V would bring the circuit back to X. Here it fails to close by b x̂, so the line is a dislocation with Burgers vector of length b along x. The sign depends on the sense of the circuit and of the twist. The Burgers vector is parallel to the line, which makes it a screw dislocation.

In the same way N_y depends on x alone. It changes across lines parallel to y, and the jump is b along y. This is the second family of screws, perpendicular to the first.

The nearest-partner rule places the lines at equal distances. Their mean spacing does not depend on that rule. Follow a path of length L along y. The rigid lattices accumulate a mismatch 2L sin(θ/2) along x. Far from the interface the wafers are required to keep their orientation and to be free of strain, so relaxation adds no displacement that grows in proportion to L. For a long path the mismatch must therefore be taken up by jumps of b, whose net number is

2L sin(θ/2) / b = L/d.

The net number of y-directed jumps on this path is zero, so the second family runs along y on average. A path along x gives the same result with the families exchanged. Pairs of opposite dislocations would leave the net count unchanged, but nothing in the twist requires them.

The required network is thus a square grid of screws with mean spacing

d = b / [2 sin(θ/2)].

The axes x and y lie midway between the <110> directions of the two wafers, so each line is turned by θ/2 from the nearest <110> direction of either wafer.

**Part (d)**

Evaluate d for θ = 1°. Find also the mean number of lines crossed on a path of 1000 nm along x, and the total line length per unit area.

**Model answer (d)**

One degree is 0.017453 rad, and 2 sin(0.5°) = 0.0174531. Hence

d = 0.384 nm / 0.0174531 = 22.0 nm.

The small-angle form b/θ is low by a fraction θ²/24 = 1.3 × 10⁻⁵, far less than the uncertainty of b or θ.

Over 1000 nm the mismatch is 0.0174531 × 1000 nm = 17.453 nm, which requires

17.453 nm / 0.384 nm = 45.5 lines

on average. A particular path crosses a whole number of them.

In a square of side L each family has L/d lines of length L. Its line length per area is 1/d, and the two families together give

2/d = 2 / (22.0 nm) = 9.09 × 10⁵ cm/cm².

The geometry can be tested without the formula for d. Two rigid square layers of side 0.384 nm were turned by ±θ/2, and each upper atom was assigned its nearest lower atom. Atoms closer in projection than 0.3b to their partner were grouped into patches. The centres of neighbouring patches were 22.00 nm apart at 1° and 11.00 nm apart at 2°. The lines at which the partner changes had the same spacings. This tests the matching pattern and the jumps, but not the energy or the atomic structure of the relaxed interface.

**Part (e)**

Treat the wafers as thick and elastically isotropic. Show that one family of screws cannot produce a stress-free twist, and that both families together can. How far does the remaining strain reach into the wafers?

**Model answer (e)**

Consider a screw parallel to x at y = 0, z = 0. Its displacement has a single component u_x(y, z), and equilibrium requires

∂²u_x/∂y² + ∂²u_x/∂z² = 0.

The solution that grows by b on one turn around the line is u_x = bφ/(2π), where φ is the polar angle in the (y, z) plane. From tan φ = z/y,

∂φ/∂y = −z/(y² + z²).

In this part the origin is moved by d/2 along x and along y, from a matching point to a crossing of the lines. For lines at y = nd the gradients add:

∂u_x/∂y = −(b/2π) S,  S(y, z) = Σₙ z / [(y − nd)² + z²].

S has period d in y, so it is a Fourier series. Its mean over one period collects the contributions of all lines, which together make one integral over the whole axis:

(1/d) ∫ z/(y² + z²) dy = (π/d) sgn z.

The other terms are cosines, because S is even in y. Away from z = 0, S satisfies the same equation as u_x. The coefficient g(z) of cos(ky), with k = 2πm/d, therefore obeys g″ = k²g. It must not grow away from the interface, so g is proportional to exp(−k|z|).

As z → 0 from above, z/(y² + z²) becomes a spike of area π at each line. The coefficient of cos(ky) then tends to (2/d)π, and

S = (π/d) sgn z [1 + 2 Σₘ exp(−2πm|z|/d) cos(2πmy/d)],  m = 1, 2, …

Far from the interface the sum vanishes, leaving

∂u_x/∂y = −(b/2d) sgn z.

The second family, with the sense required by the twist, gives

∂u_y/∂x = +(b/2d) sgn z.

The gradients along z, ∂u_x/∂z and ∂u_y/∂z, are odd about each line. Their mean over a period is therefore zero, and they die out with the same exponentials.

The local rotation and shear strain are

ω = (1/2)(∂u_y/∂x − ∂u_x/∂y),  ε_xy = (1/2)(∂u_y/∂x + ∂u_x/∂y).

With the first family alone, for z > 0,

ω = b/(4d),  ε_xy = −b/(4d).

Both change sign for z < 0. The wafers are turned relative to each other by b/(2d), half the required twist, and each is left with a uniform shear throughout its thickness. This holds for wafers that stay flat. A further uniform strain common to both wafers cannot remove shears of opposite sign. Free wafers could also warp, which adds a shear proportional to z. That lowers the energy but cannot cancel a shear that is constant in each wafer and changes sign at z = 0. With both families, for z > 0,

ω = b/(2d),  ε_xy = 0.

The relative rotation is b/(2d) − (−b/(2d)) = b/d = 2 sin(θ/2), which equals θ to leading order, as linear elasticity requires. The far shear has gone.

For θ = 1° the shear strain left by one family is 0.0174531/4 = 0.004363. To find the stress, note that a shear ε in the x, y axes is a stretch ε along one cube axis and a compression ε along the other. The principal stresses are ±(C11 − C12)ε. Equating this size to 2Gε gives the shear modulus

G = (C11 − C12)/2 = (166 − 64)/2 GPa = 51 GPa.

The stress has size 2 × 51 GPa × 0.004363 = 0.45 GPa. In a thick wafer this would store an elastic energy proportional to the thickness, which the second family removes.

Close to the grid many terms of the sum contribute, but those of higher m die out faster. From a height of about d/2 outwards the remaining strain is led by the term m = 1, which falls by a factor e over

d/(2π) = 22.0 nm / 6.283 = 3.50 nm.

As a test, the fields of 2,000,001 lines per family were added directly at heights ±2d, at x = 0.10d and y = 0.37d. The relative rotation was 1.0000° with both families and 0.5000° with one. The shear at the upper point, divided by θ, was 2.6 × 10⁻⁶. The m = 1 terms predict this residue:

(1/2) exp(−4π) [cos(0.20π) − cos(0.74π)] = 2.6 × 10⁻⁶.

**Part (f)**

Silicon is not elastically isotropic. Find the corrected decay length, and state whether the spacing d changes.

**Model answer (f)**

The plane perpendicular to x is a mirror plane of the cubic crystal, so the displacement u_x(y, z) still does not drive the other components. Shear in the x, y plane has modulus G, as found above. Shear in the x, z plane has modulus C44, which a turn about z leaves unchanged because the x, z and y, z shears share it. Equilibrium becomes

G ∂²u_x/∂y² + C44 ∂²u_x/∂z² = 0.

Insert cos(ky) exp(−κz), with k = 2π/d and z > 0:

−G k² + C44 κ² = 0,  κ = k √(G/C44).

The decay length is

1/κ = (d/2π) √(C44/G) = 3.50 nm × √(80/51) = 4.4 nm.

The strain reaches about 25 % further than in the isotropic estimate. The spacing is unchanged, since part (c) obtained it by counting lattice translations and used no elastic constants. The far gradients are also unchanged: replacing z by z√(G/C44) restores the isotropic equation, and those gradients depend on the sign of z but not on its size.

**Part (g)**

Discuss how far the result applies to real bonded wafers. Consider a twist error of 0.1°, a temperature rise of 1000 K, a dislocation core about 1 nm wide, and a tilt of 0.2° caused by miscut. These are rough values. Use 4 × 10⁻⁶ per kelvin as a rough expansion coefficient.

**Model answer (g)**

**Twist error.** Twists of 1.1° and 0.9° give spacings of 20.0 nm and 24.4 nm. Quoting d to a tenth of a nanometre is therefore justified for a stated angle, but not for wafers aligned to 0.1°.

**Temperature.** The lattice expands by 4 × 10⁻⁶ × 1000 = 0.4 %. At fixed twist d is proportional to b, so it grows by 0.09 nm. This is negligible beside the twist error.

**Core width.** At 1° the core takes up 1.0/22.0, or about 5 %, of the spacing, so the lines are well separated. This treats each screw as a compact line. In silicon such a screw can split into two partial dislocations joined by a ribbon of stacking fault on an inclined {111} plane. For an isolated screw, the elastic constants above and a rough fault energy of 50 to 75 mJ/m² give a ribbon about 3 to 4 nm wide, which is 13 to 19 % of the spacing at 1°, and which extends 2 to 3 nm along z. Splitting leaves the total Burgers vector and the mean spacing unchanged, but the fields of parts (e) and (f) then hold only at distances beyond the ribbon. The formula gives 4.40 nm at 5° and 2.20 nm at 10°. In the last case the cores fill nearly half the spacing, and a picture of separate dislocations between patches of good crystal is no longer reliable. At the other extreme, if b/θ exceeds the width of the bonded area, that area need not contain a full period of the grid.

**Tilt.** A tilt α needs Burgers vectors with a component along z. Among the shortest lattice translations, those of type (a/2)(1, 0, 1) have a normal component a/2 = 0.2715 nm. The counting of part (c), applied to the normal mismatch, gives their spacing:

d_tilt = (a/2) / [2 sin(α/2)] = 77.8 nm for α = 0.2°.

Let these lines run parallel to x. The in-plane part of each Burgers vector has length a/2 and lies along a cube axis, at 45° to x. Its component along x has size

(a/2)/√2 = b/2.

If all these components have the same sign, they supply a mismatch b/2 per 77.8 nm, whereas the twist requires b per 22.0 nm. The ratio is

d/(2 d_tilt) = 22.0/(2 × 77.8) = 0.14.

The number of pure screws parallel to x must then fall or rise by 14 %, according to that sign. If the signs alternate, the mean number is unchanged. The in-plane components perpendicular to the lines must also cancel on average, either by alternation or through further dislocations. For the stated values, one-signed tilt dislocations can thus disturb the grid more than the twist error does.

**Real bonds.** The assumption that matters most is direct crystalline contact. Many bonded silicon wafers, including those made for silicon-on-insulator devices, have an oxide between the crystals. The two lattices then need not join, and the argument requires no network at all; this is a failure of the premise, not a correction to 22 nm. The same holds for a direct bond that has not been annealed into registry. Atomic steps on the surfaces can also bring together layers that do not fit as successive layers of one crystal. Their effect on the local structure is not estimated here.

For a relaxed, oxide-free bond with negligible tilt, the mean spacing at a twist of 1° is 22.0 nm. The numerical output lists the main values.

Computed values

```
Lattice constant, rough input: 0.543 nm
Shortest in-plane translation from it: 0.3840 nm
Burgers vector length used: 0.384 nm
Twist: 1.0 deg = 0.017453 rad
2 sin(theta/2): 0.0174531
Network spacing d: 22.002 nm
Small-angle value b/theta: 22.002 nm
Relative error of b/theta: 1.27e-05
Line direction from each wafer's <110>: 0.50 deg
Atomic layers, 1 deg, patch spacing: 22.00 nm
Atomic layers, 1 deg, line spacing: 22.00 nm
Atomic layers, 2 deg, patch spacing: 11.00 nm
Atomic layers, 2 deg, line spacing: 11.00 nm
Mismatch over a 1000 nm path: 17.45 nm
Lines crossed on that path, mean: 45.5
Line length per area, both families: 9.09e+05 cm/cm2
Twist from summed fields, both families: 1.0000 deg
Twist from one family alone: 0.5000 deg
Far tensor shear strain, one family: 0.00436
Far tensor shear / twist, both families: 2.6e-06
Stiffness C11, C12, C44, rough: 166, 64, 80 GPa
Shear modulus in <110> axes: 51.0 GPa
Far shear stress, one family: 0.45 GPa
Strain decay length, isotropic: 3.50 nm
Strain decay length, cubic: 4.39 nm
Spacing at 0.5 deg: 44.00 nm
Spacing at 2.0 deg: 11.00 nm
Spacing at 5.0 deg: 4.40 nm
Spacing at 10.0 deg: 2.20 nm
Twist error, rough: 0.1 deg
Spacing range from it: 20.0 to 24.4 nm
Expansion over 1000 K, rough: 0.4 %
Spacing change from it: 0.09 nm
Core width, rough: 1.0 nm
Core width / spacing: 0.045
Miscut tilt, rough: 0.2 deg
Normal Burgers component a/2: 0.2715 nm
Spacing of tilt dislocations: 77.8 nm
Largest change of screw count by tilt: 14 %
```
